# Inverse-square-root growth of direct multiphonon capture by an attractive centre

Consider an electron with almost no energy approaching a singly charged attractive centre in a solid. Let the electron have isotropic mass $m$, the medium permittivity $\varepsilon$, and, in Gaussian units, let

$$a=\frac{\varepsilon\hbar^2}{me^2},\qquad R=\frac{\hbar^2}{2ma^2}=\frac{me^4}{2\varepsilon^2\hbar^2}$$

be the effective Bohr radius and Rydberg. For an $s$ wave $\psi=u/r$ at zero energy, the Schrödinger equation is $u''+2u/(ar)=0$. The power series with $u(0)=0$, $u'(0)=1$ is

$$u=\sum_{n\ge0}\frac{(-2/a)^n r^{n+1}}{n!\,(n+1)!}=\sqrt{\frac{ar}{2}}\;J_1\!\left(\sqrt{\frac{8r}{a}}\right).$$

Differentiating term $n$ twice gives $-2/(ar)$ times term $n-1$, which verifies the equation. For $r\gg a$ the Bessel function $J_1(z)$ oscillates with squared amplitude $2/(\pi z)$, so $u$ has squared amplitude

$$B^2=\frac{ar}{2}\,\frac{2}{\pi\sqrt{8r/a}}.$$

The local wavenumber is $K=\sqrt{2/(ar)}$, and the product $KB^2=a/(2\pi)$ does not depend on $r$. This is the semiclassical conservation of flux.

Now give the electron a small wavenumber $k$, with $ka\ll1$. Near the centre the wave is unchanged. Farther out $K=\sqrt{k^2+2/(ar)}$ still varies slowly over a wavelength, so $KB^2$ keeps its value until $K=k$. The distant squared amplitude is therefore $A^2=a/(2\pi k)$. A free wave of the same initial slope, $u=\sin(kr)/k$, has $A^2=1/k^2$. At equal distant amplitude, the density at the centre exceeds the free one by the factor

$$s=\frac{1/k^2}{a/(2\pi k)}=\frac{2\pi}{ka}.$$

Slow electrons are thus concentrated at the centre in proportion to $1/k$, and the thermal mean of $1/k$ varies as $T^{-1/2}$.

For capture, suppose that the coupling which transfers the electron to the deep level and releases phonons acts within a region much smaller than $a$ and $1/k$. In the golden rule the electron then enters through $|\psi(0)|^2$. Partial waves with $l\ge1$ vanish at the origin as $r^l$, so the $s$ wave alone contributes. Let $c_0(E)$ be the capture coefficient, a rate per carrier density, that a plane wave would give. It contains the electronic matrix element and the phonon overlaps. With the Coulomb attraction the coefficient at energy $E$ is $c_0(E)s(k)$. I first take $c_0$ constant.

To find $s$ at every energy, let the centre have charge number $Z>0$ and put $\eta=Z/(ka)$. The radial equation is

$$u''+\left(k^2+\frac{2\eta k}{r}\right)u=0,\qquad u(0)=0,\quad u'(0)=1.$$

Write $u=rF$, which gives $rF''+2F'+(k^2r+2\eta k)F=0$. Try

$$F=N\int_{-1}^{1}e^{ikrt}w(t)\,dt,\qquad w=\left(\frac{1+t}{1-t}\right)^{i\eta}.$$

Inserting this in the equation produces, under the integral,

$$\left[k^2r(1-t^2)+2ikt+2\eta k\right]e^{ikrt}w
=-ik\frac{d}{dt}\left[(1-t^2)e^{ikrt}w\right].$$

The equality follows from $w'/w=2i\eta/(1-t^2)$. Because $|w|=1$ and $1-t^2$ vanishes at both ends, the integral of the derivative is zero and the equation holds.

The condition $u'(0)=F(0)=1$ fixes $N$. With $t=2v-1$,

$$\frac1N=2\int_0^1v^{i\eta}(1-v)^{-i\eta}dv
=2\Gamma(1+i\eta)\Gamma(1-i\eta)=\frac{2\pi\eta}{\sinh\pi\eta}.$$

The last step is the reflection formula $\Gamma(1+z)\Gamma(1-z)=\pi z/\sin\pi z$ at $z=i\eta$.

At large $r$ the contour can be bent from $t=\pm1$ into the upper half plane, where $e^{ikrt}$ decays, so the end points dominate. Near $t=1$ put $t=1-\tau$. The leading contribution to the integral is

$$e^{ikr}2^{i\eta}\int_0^\infty e^{-ikr\tau}\tau^{-i\eta}d\tau
=e^{ikr}2^{i\eta}\Gamma(1-i\eta)(ikr)^{-1+i\eta},$$

with the $\tau$ contour turned so that the exponential decays. Since $|i^{-1+i\eta}|=e^{-\pi\eta/2}$, its modulus is $|\Gamma(1-i\eta)|e^{-\pi\eta/2}/(kr)$. Replacing $t$ by $-t$ conjugates the integrand, so the other end gives the complex conjugate and the sum has twice this modulus as its amplitude. Multiplying by $rN$, and using $|\Gamma(1-i\eta)|^2=\pi\eta/\sinh\pi\eta$, we find

$$A^2=\frac{1}{k^2}\,\frac{\sinh\pi\eta}{\pi\eta}\,e^{-\pi\eta}
=\frac{1}{k^2}\,\frac{1-e^{-2\pi\eta}}{2\pi\eta}.$$

Comparison with the free value $1/k^2$ gives

$$s=\frac{y}{1-e^{-y}},\qquad y=2\pi\eta=\frac{2\pi Z}{ka}.$$

States in a large sphere of radius $L$ are normalized by their distant amplitude. The Coulomb phase $\eta\ln(2kL)$ changes the level density by a relative amount of order $(\ln L)/L$, which vanishes as $L$ grows. For slow carriers $s\to y$, in agreement with the opening case; for fast ones $s\to1$.

Let the carriers be non-degenerate, with a Maxwell-Boltzmann distribution. In terms of $x=E/(k_BT)$ its weight is $(2/\sqrt\pi)\sqrt x\,e^{-x}dx$. Define $\theta=Z^2R/(k_BT)$. Since $k^2a^2=E/R$, we have $y=2\pi\sqrt{\theta/x}$. The factor $\sqrt x$ in the density of states cancels the $1/\sqrt x$ in $y$:

$$\langle s\rangle=4\sqrt{\pi\theta}\int_0^\infty\frac{e^{-x}\,dx}{1-e^{-2\pi\sqrt{\theta/x}}}.$$

Two elementary inequalities control this integral. For $y>0$ the denominator $1-e^{-y}$ is less than one, so $s>y$. Also $1+y<e^y$ gives $(1+y)e^{-y}<1$, hence $y<(1+y)(1-e^{-y})$ and $s<1+y$. The mean of $y$ is

$$\langle y\rangle=\frac{2}{\sqrt\pi}\,2\pi\sqrt\theta\int_0^\infty e^{-x}dx=4\sqrt{\pi\theta}.$$

Therefore, at every temperature within this model,

$$4\sqrt{\pi\theta}<\langle s\rangle<1+4\sqrt{\pi\theta}.$$

When $\theta\gg1$ the relative gap between the bounds closes, and substituting $R$ gives

$$c(T)=c_0\langle s\rangle\;\to\;c_0\,\frac{Ze^2}{\varepsilon\hbar}\sqrt{\frac{8\pi m}{k_BT}}\;\propto\;T^{-1/2}.$$

This law is for the capture coefficient. With the mean speed $\langle v\rangle=\sqrt{8k_BT/(\pi m)}$, the cross-section $\sigma=c/\langle v\rangle$ becomes $\pi c_0Ze^2m/(\varepsilon\hbar k_BT)$ and grows as $1/T$.

The approach to the law is faster than the bounds suggest. The relative excess of $\langle s\rangle$ over $4\sqrt{\pi\theta}$ is

$$\delta=\int_0^\infty\frac{e^{-x}dx}{e^y-1}\simeq\int_0^\infty e^{-\phi(x)}dx,\qquad
\phi=x+\frac{2\pi\sqrt\theta}{\sqrt x}.$$

Setting $\phi'=1-\pi\sqrt\theta\,x^{-3/2}=0$ gives $x_0=(\pi^2\theta)^{1/3}$. There $\phi=3x_0$ and $\phi''=3/(2x_0)$, so the Gaussian integral about this point is

$$\delta\simeq\sqrt{\frac{4\pi x_0}{3}}\;e^{-3x_0}.$$

The excess comes mainly from carriers with $E$ near $x_0k_BT$. Their Boltzmann factor is $e^{-x_0}$, and since $y=2x_0$ there, their $s$ exceeds $y$ by a relative amount of only about $e^{-2x_0}$. The product is the exponential $e^{-3x_0}$. In the opposite limit $\theta\ll1$, expansion of $s=1+y/2+O(y^2)$ gives $\langle s\rangle=1+2\sqrt{\pi\theta}+O(\theta)$, because $\langle y^2\rangle=8\pi^2\theta$ is finite. The enhancement then disappears.

The slow Coulomb tail is essential. Outside an attraction of finite range, the zero-energy solution is a straight line $u=\alpha+\beta r$. If $\beta\ne0$, a small $k$ gives $A^2\simeq\alpha^2+\beta^2/k^2$, so $s\to1/\beta^2$, a constant. Numerical integration of the radial equation with the screened attraction $-(e^2/\varepsilon r)e^{-2r/a}$ shows this saturation: doubling $k$ from $0.05/a$ to $0.1/a$ multiplies $s$ by 0.982. For the unscreened centre, doubling $k$ from $0.2/a$ to $0.4/a$ multiplies it by 0.500. At finite carrier density the Coulomb tail is screened. The $1/k$ growth is then safe while $k$ times the screening length is large, and it fails once this product becomes small, so the limit $T\to0$ cannot be taken literally.

The short-range rate $c_0$ must also settle to a nonzero constant. Take one phonon mode of energy $\hbar\omega$, linearly coupled with Huang-Rhys factor $S$, and an electronic matrix element independent of the lattice coordinate. Capture releases $p$ quanta. The overlaps are matrix elements of the displacement $U=\exp[\sqrt S(b^\dagger-b)]$, where $b$ lowers the phonon number. From the ground state the amplitudes are $u_n=\langle n|U|0\rangle=e^{-S/2}S^{n/2}/\sqrt{n!}$. From the first excited state, $Ub^\dagger U^{-1}=b^\dagger-\sqrt S$ gives

$$\langle p+1|U|1\rangle=\sqrt{p+1}\,u_p-\sqrt S\,u_{p+1}
=u_p\frac{p+1-S}{\sqrt{p+1}}.$$

The populations are $(1-q)q^n$ with $q=e^{-\hbar\omega/k_BT}$. The rate relative to its zero-temperature value is therefore

$$f(T)=1+q\left[\frac{(p+1-S)^2}{p+1}-1\right]+O(q^2),$$

and the phonon correction freezes out exponentially.

The carrier's kinetic energy must be released too. One more quantum multiplies the squared ground-state overlap by $S/(p+1)$. As a model I interpolate exponentially between whole quanta, $c_0(E)=c_0e^{-gE}$ with $g=\ln[(p+1)/S]/(\hbar\omega)$. In the low-temperature integral $e^{-x}$ becomes $e^{-(1+gk_BT)x}$, which divides the law by $1+gk_BT$. This correction is linear in $T$, and so outlasts the phonon one on cooling.

For an example, take a deep centre with $Z=1$ in nearly field-free silicon, 200 nm from its oxide. Rough silicon values are $\varepsilon=11.7$ and masses 0.92 and 0.19 electron masses along and across a valley. Their geometric mean, $(0.92\times0.19^2)^{1/3}=0.321$, serves as the isotropic mass. Then $a=1.93$ nm and $R=31.95$ meV, or 371 K. The round choices are $c_0=10^{-8}$ cm³/s, trap density $N_t=10^{12}$ cm⁻³, $\hbar\omega=50$ meV, $S=5$ and $p=10$.

At 20 K, $k_BT=1.723$ meV and $\theta=31.95/1.723=18.54$. Hence $\langle s\rangle=4\sqrt{18.54\,\pi}=30.5$ and $c=3.05\times10^{-7}$ cm³/s. The capture time $1/(cN_t)$ is 3.3 µs. Dividing $c$ by $\langle v\rangle=4.90\times10^6$ cm/s gives $\sigma=6.2\times10^{-14}$ cm². At 40 K the enhancement is 21.6, smaller by $\sqrt2$, and $\sigma=3.1\times10^{-14}$ cm², half as large.

Numerical quadrature of the thermal integral gives an excess $\delta$ of $8\times10^{-5}$ at 77 K and 0.3% at 300 K, where $\langle s\rangle=7.9$. The Coulomb factor thus follows its low-temperature law up to room temperature, but $c_0$ does not stay constant. At 77 K, $f=1.001$, while the energy factor is $1/(1+0.788\times6.635/50)=0.905$. At 300 K a sum over thermally occupied overlaps, computed from the matrix exponential of the displacement, gives $f=1.37$, and quadrature with the zero-temperature slope $g$ gives an energy factor of 0.71. These nearly cancel for the chosen parameters. Between 20 and 40 K the energy factor changes the logarithmic slope of $c$ from $-0.500$ to $-0.538$.

The golden rule also requires weak absorption. At low energy $\sigma=c_0s/v=2\pi Zmc_0/(\hbar ak^2)$, whereas an $s$ wave can lose at most its incident flux, which sets the limit $\pi/k^2$. The ratio $2Zmc_0/(\hbar a)$ is independent of temperature and equals 0.029 here.

A separate channel competes with this one: the electron may lose energy to acoustic phonons, fall into shallow Coulomb states and then descend. For its size, count spontaneous emission and neglect the phonon energy beside $E$. With deformation potential $\Xi$, mass density $\rho$ and sound speed $c_s$, the golden rule gives the power

$$P=\int d\Omega\,\frac{mk}{8\pi^3\hbar^2}\,\frac{2\pi}{\hbar}\,
\frac{\Xi^2\hbar q}{2\rho c_s}\,\hbar c_sq
=\frac{\Xi^2mk^3}{\pi\hbar\rho},$$

since $q^2=2k^2(1-\cos\vartheta)$, with $\vartheta$ the scattering angle, integrates to $8\pi k^2$. The loss length is $l_0=Ev/P=\pi\hbar^4\rho/(2m^3\Xi^2)$. A sphere of radius $r_T=Ze^2/(\varepsilon k_BT)$, inside which the attraction exceeds $k_BT$, has mean chord $4r_T/3$. Taking chord over $l_0$ as the capture probability gives the rough cross-section $4\pi r_T^3/(3l_0)$.

With the rough values $\Xi=9$ eV and $\rho=2.33$ g/cm³, $l_0$ is about 9 µm. The estimate is $2\times10^{-12}$ cm² at 20 K, some thirty times the direct value, $3\times10^{-14}$ cm² at 77 K, twice it, and $5\times10^{-16}$ cm² at 300 K, well below it. It ignores re-emission before the electron reaches the deep level. At 20 K the neglected phonon energy is not small: for an electron with $E=k_BT$ and a rough sound speed of $9\times10^5$ cm/s, the largest phonon of this elastic estimate, with $q=2k$, has 0.8 of $k_BT$. At higher temperature the estimate is less secure still. The level bound by $k_BT$ has principal quantum number $n=\sqrt\theta$, which is 2.2 at 77 K and 1.1 at 300 K. The spacing $2R/n^3$ then exceeds that phonon energy, so the classical picture no longer applies. Intervalley phonons, omitted here, also carry a comparable share of the energy loss in silicon at 77 K and most of it at 300 K, so these two comparisons do not rank the channels in real silicon. The inverse-square-root law thus describes the direct channel and need not describe the total capture rate.

In a real device an electric field is usually present. A field $F$ lowers the Coulomb barrier by $2\sqrt{Ze^3F/\varepsilon}$, which equals $k_BT$ at 60 V/cm for 20 K and at 0.9 kV/cm for 77 K. These fields matter for the shallow states, and so for the cascade and for re-emission. They are not the scale on which the density of states at the centre changes for $E>0$; that scale is the Coulomb field at one Bohr radius, $2R/(ea)\approx3\times10^5$ V/cm. Weaker fields can still affect direct capture by heating the carriers and by opening states below the band edge, which this model omits. Fields at a working silicon-oxide interface can be of order $10^5$ V/cm or more and confine the carriers, so the example suits flat-band silicon and not an inversion layer. Real deep centres also differ widely in $c_0$, so the absolute rates here are illustrative.

The remaining effects estimated here are small or mainly alter the prefactor. Putting either silicon mass in place of the mean multiplies $\langle s\rangle$ by 0.77 or 1.69, which indicates the uncertainty from anisotropy without bounding it. At a trap radius of 0.3 nm the $s$-wave density, from quadrature of the integral solution at $E=k_BT$, is 0.73 of its central value at 20 K and 0.72 at 77 K. Finite size therefore changes the prefactor and hardly the temperature dependence. The oxide, of permittivity 3.9, produces image charges of relative strength $(11.7-3.9)/(11.7+3.9)=0.5$. At distance $d$ the centre's image attracts the electron by $0.5e^2/(2\varepsilon d)$ and its own image repels it by $0.5e^2/(4\varepsilon d)$. The net 0.077 meV is 4% of $k_BT$ at 20 K. For $10^{12}$ carriers per cm³, the Debye length $\sqrt{\varepsilon k_BT/(4\pi ne^2)}$, with $n$ the carrier density, is about 1 µm at 20 K. Radial integration with this screening changes $s$ at $E=k_BT$ by less than one part in $10^4$.
